**Klein functional at the Hartree-Fock Green's function: HF and MP2 energies**

The program evaluates $\Omega_K[G]=\Phi[G]-\mathrm{Tr}[G_0^{-1}G-1]-\mathrm{Tr}\ln(-G^{-1})$ at the Hartree-Fock Green's function, where $G_0$ is the bare Green's function and $\Phi_1,\Phi_2$ are the first- and second-order parts of $\Phi$. It uses Green's function matrices in an orthonormal atomic basis, with frequency and time quadrature. For H$_2$ and water in the STO-3G basis, it asserts that $\Omega_K+\mu N$ plus the nuclear repulsion equals the separately computed HF energy, and that $\Phi_2$ equals the MP2 correlation energy. For H$_2$ it also asserts agreement with the perturbation coefficients obtained by diagonalizing the Hamiltonian in Fock space. Further assertions cover the convergence factor, the doubled Galitskii-Migdal term, and the slopes of the functional under changes of $G$. The output gives $-30.3886$ eV for H$_2$ with $\Phi_1$ at two values of $\mu$, and $-30.7461$ eV when $\Phi_2$ is added. For water, the slope at the HF solution is zero within numerical error with $\Phi_1$ alone, and $\Phi_2$ adds a nonzero slope equal to the trace formula.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Check in Python

```python
# Result under test: the Klein functional
#   Omega_K[G] = Phi[G] - Tr[G0^-1 G - 1] - Tr ln(-G^-1)
# at the Hartree-Fock (HF) Green's function gives, after adding mu*N and the
# nuclear repulsion, the HF energy for Phi = Phi1 and the MP2 energy for
# Phi = Phi1 + Phi2 (zero temperature, mu inside the HF gap).
# Symbols: h = one-electron matrix, F = Fock matrix, gamma = density matrix,
# anti[p,q,r,s] = <pq||rs>, hw = hbar*omega in eV, u = tau/hbar in 1/eV.
# All matrices are in an orthonormal atomic spin-orbital basis, energies in eV.
from types import SimpleNamespace
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from pyscf import gto, scf, mp

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0]

# Gauss-Legendre nodes mapped from (0,1) to (0,infinity)
nodes, node_weights = np.polynomial.legendre.leggauss(120)
t = 0.5 * (nodes + 1)
half_line = t / (1 - t)
half_weights = 0.5 * node_weights / (1 - t) ** 2
hw, hw_weights = 30.0 * half_line, 30.0 * half_weights
u, u_weights = half_line / 40.0, half_weights / 40.0


def transform(tensor, c):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", tensor, c, c, c, c, optimize=True)


def build(atoms_pm):
    """HF and MP2 from pyscf, and spin-orbital matrices for the functional."""
    atoms = [(s, tuple(np.array(r) * 1e-12 / BOHR)) for s, r in atoms_pm]
    mol = gto.M(atom=atoms, unit="Bohr", basis="sto-3g", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-8
    mf.kernel()
    assert mf.converged
    val, vec = np.linalg.eigh(mf.get_ovlp())
    x = vec @ np.diag(val ** -0.5) @ vec.T
    spin = np.eye(2)
    eri = mol.intor("int2e") * HARTREE
    size = 2 * len(x)
    chem = np.einsum("ab,cd,pqrs->apbqcrds", spin, spin, transform(eri, x))
    plain = chem.reshape((size,) * 4).transpose(0, 2, 1, 3)
    nocc = mol.nelectron // 2
    return SimpleNamespace(
        h=np.kron(spin, x @ mf.get_hcore() @ x) * HARTREE,
        F=np.kron(spin, x @ mf.get_fock() @ x) * HARTREE,
        plain=plain, anti=plain - plain.transpose(0, 1, 3, 2),
        n=mol.nelectron, e_nuc=mol.energy_nuc() * HARTREE,
        e_hf=mf.e_tot * HARTREE, e_mp2=mp.MP2(mf).kernel()[0] * HARTREE,
        levels=mf.mo_energy * HARTREE, nocc=nocc,
        midgap=0.5 * HARTREE * (mf.mo_energy[nocc - 1] + mf.mo_energy[nocc]),
        h_mo=mf.mo_coeff.T @ mf.get_hcore() @ mf.mo_coeff * HARTREE,
        eri_mo=transform(eri, mf.mo_coeff))


def regulated(real_part, tail):
    """Integral d(hw)/2pi with convergence factor; integrand -> tail/(i hw)."""
    return np.tensordot(hw_weights, real_part, axes=1) / np.pi + 0.5 * tail


def klein(system, trial, mu):
    """Terms of the functional with Phi1 for G = 1/(i hw + mu - trial)."""
    one = np.eye(len(trial))
    z = (1j * hw + mu)[:, None, None] * one
    inv_g0, inv_g = z - system.h, z - trial
    g = np.linalg.inv(inv_g)
    gamma = regulated(g.real, one)
    static = np.trace(trial - system.h)
    mismatch = regulated(np.trace(inv_g0 @ g - one, axis1=1, axis2=2).real, static)
    log_ratio = np.linalg.slogdet(inv_g)[1] - np.linalg.slogdet(inv_g0)[1]
    bare = np.linalg.eigvalsh(system.h) - mu
    log_term = np.minimum(bare, 0).sum() - regulated(log_ratio, -static)
    phi1 = 0.5 * np.einsum("pqrs,rp,sq->", system.anti, gamma, gamma, optimize=True)
    omega = phi1 - mismatch + log_term
    number = np.trace(gamma)
    return SimpleNamespace(gamma=gamma, phi1=phi1, mismatch=mismatch,
                           log_term=log_term, omega=omega, number=number,
                           bare_count=int((bare < 0).sum()),
                           energy=omega + mu * number + system.e_nuc)


def phi_second(trial, mu, vertex):
    """-(1/8) times the time integral of vertex*vertex*G*G*G*G."""
    level, c = np.linalg.eigh(trial)
    decay = np.exp(-np.abs(level - mu) * u[:, None])
    later = -np.einsum("pk,xk,qk->xpq", c, decay * (level > mu), c)
    earlier = np.einsum("pk,xk,qk->xpq", c, decay * (level < mu), c)
    total = 0.0
    for fwd, back in ((later, earlier), (earlier, later)):
        left = np.einsum("pqrs,xrt,xsu->xpqtu", vertex, fwd, fwd, optimize=True)
        right = np.einsum("tuvw,xvp,xwq->xpqtu", vertex, back, back, optimize=True)
        total += u_weights @ (left * right).reshape(len(u), -1).sum(axis=1)
    return -total / 8


def second_order_traces(system, mu, x_matrix):
    """Tr[Sigma2 G] and Tr[Sigma2 G X G] at the HF Green's function."""
    e, c = np.linalg.eigh(system.F)
    w = transform(system.anti, c)
    every, occ, vir = np.arange(len(e)), np.where(e < mu)[0], np.where(e > mu)[0]
    sigma = 0
    for one, two in ((occ, vir), (vir, occ)):
        amp = w[np.ix_(every, one, two, two)].reshape(len(e), -1)
        shift = (e[one][:, None, None] - e[two][None, :, None]
                 - e[two][None, None, :]).ravel()
        prop = 1 / (1j * hw[:, None] + mu + shift)
        sigma = sigma + 0.5 * (amp[None] * prop[:, None, :]) @ amp.T
    g = 1 / (1j * hw[:, None] + mu - e)
    x_mo = c.T @ x_matrix @ c
    trace = np.einsum("xpp,xp->x", sigma, g).real
    slope = np.einsum("xpq,xq,qp,xp->x", sigma, g, x_mo, g, optimize=True).real
    return regulated(trace, 0.0), regulated(slope, 0.0)


# Convergence factor: rule "symmetric integral + tail/2" against an explicit
# factor exp(i hw eta), extrapolated linearly to eta = 0.
def explicit_factor(real, imag):
    def at(eta):
        opts = dict(wvar=eta, epsabs=1e-7, limlst=200, limit=200)
        even = quad(real, 0, np.inf, weight="cos", **opts)[0]
        odd = quad(imag, 0, np.inf, weight="sin", **opts)[0]
        return (even - odd) / np.pi
    return 2 * at(0.002) - at(0.004)


for xi, xi0 in ((-8.0, -3.0), (5.0, -8.0), (-4.0, 6.0)):
    occupation = explicit_factor(lambda w: -xi / (w * w + xi * xi),
                                 lambda w: -w / (w * w + xi * xi))
    assert abs(occupation - regulated(-xi / (hw**2 + xi**2), 1.0)) < 5e-3
    assert abs(occupation - (xi < 0)) < 5e-3
    log_value = explicit_factor(
        lambda w: 0.5 * np.log((w * w + xi * xi) / (w * w + xi0 * xi0)),
        lambda w: np.arctan2(w, xi0) - np.arctan2(w, xi))
    rule = regulated(0.5 * np.log((hw**2 + xi**2) / (hw**2 + xi0**2)), xi0 - xi)
    assert abs(log_value - rule) < 5e-3
    assert abs(-log_value - (min(xi, 0) - min(xi0, 0))) < 5e-3

# Hydrogen molecule, minimal basis
bond_pm = 74.0
h2 = build([("H", (0, 0, 0)), ("H", (0, 0, bond_pm))])
eps_g, eps_u = h2.levels
gap = eps_u - eps_g
h_g, h_u = np.diag(h2.h_mo)
j_gg, j_gu, k_gu = h2.eri_mo[0, 0, 0, 0], h2.eri_mo[0, 0, 1, 1], h2.eri_mo[0, 1, 0, 1]
assert abs(eps_g - h_g - j_gg) < 1e-6
assert abs(eps_u - h_u - 2 * j_gu + k_gu) < 1e-6
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * bond_pm * 1e-12)
assert abs(coulomb - h2.e_nuc) < 1e-6

mu_values = (h2.midgap, eps_g + 1.0)
runs = [klein(h2, h2.F, mu) for mu in mu_values]
for mu, run in zip(mu_values, runs):
    v_hf = np.einsum("pqrs,sq->pr", h2.anti, run.gamma)
    assert np.allclose(h2.h + v_hf, h2.F, atol=1e-6)
    assert abs(run.number - 2) < 1e-8
    assert abs(run.log_term - 2 * (eps_g - mu)) < 1e-6
    assert abs(run.mismatch - 2 * run.phi1) < 1e-6
    assert abs(run.phi1 - j_gg) < 1e-6
    assert abs(run.energy - h2.e_hf) < 1e-6

phi2 = phi_second(h2.F, h2.midgap, h2.anti)
direct = 2 * phi_second(h2.F, h2.midgap, h2.plain)
exchange = phi2 - direct
assert abs(phi2 - phi_second(h2.F, mu_values[1], h2.anti)) < 1e-7
assert abs(phi2 - h2.e_mp2) < 1e-6
assert abs(phi2 - k_gu**2 / (2 * (eps_g - eps_u))) < 1e-6
assert abs(direct - 2 * h2.e_mp2) < 1e-6 and abs(exchange + h2.e_mp2) < 1e-6

# Raising only the empty level: Phi1 value unchanged, Phi2 value changes
lev, orb = np.linalg.eigh(h2.F)
raise_u = orb[:, lev > h2.midgap] @ orb[:, lev > h2.midgap].T
trace_h2, slope_h2 = second_order_traces(h2, h2.midgap, raise_u)
galitskii = 0.5 * trace_h2
assert abs(galitskii - 2 * h2.e_mp2) < 1e-6
assert abs(slope_h2 - k_gu**2 / (2 * gap**2)) < 1e-7
shifted = h2.F + 1.0 * raise_u
assert abs(klein(h2, shifted, h2.midgap).energy - h2.e_hf) < 1e-6
phi2_shifted = phi_second(shifted, h2.midgap, h2.anti)
assert abs(phi2_shifted + k_gu**2 / (2 * (gap + 1.0))) < 1e-6

# Exact diagonalization in Fock space: H(lam) = F + lam*(H - F), two electrons
lower, sign = np.array([[0.0, 1.0], [0.0, 0.0]]), np.diag([1.0, -1.0])
ann = []
for k in range(4):
    op = np.eye(1)
    for m in range(4):
        op = np.kron(op, sign if m < k else lower if m == k else np.eye(2))
    ann.append(op)
cre = [a.T for a in ann]
fock_op, full_op = np.zeros((16, 16)), np.zeros((16, 16))
for p in range(4):
    for q in range(4):
        fock_op += h2.F[p, q] * cre[p] @ ann[q]
        full_op += h2.h[p, q] * cre[p] @ ann[q]
        for r in range(4):
            for s in range(4):
                full_op += 0.25 * h2.anti[p, q, r, s] * cre[p] @ cre[q] @ ann[s] @ ann[r]
count = np.diag(sum(c @ a for c, a in zip(cre, ann)))
pair = np.ix_(np.isclose(count, 2), np.isclose(count, 2))


def ground(lam):
    return np.linalg.eigvalsh((fock_op + lam * (full_op - fock_op))[pair])[0]


step = 0.005
first = (ground(step) - ground(-step)) / (2 * step)
second = (ground(step) + ground(-step) - 2 * ground(0)) / (2 * step**2)
assert abs(ground(0) + first + h2.e_nuc - runs[0].energy) < 1e-4
assert abs(second - phi2) < 1e-4
e_exact = ground(1.0) + h2.e_nuc

# Water, minimal basis: general formulas and slopes for a generic variation X
water = build([("O", (0, 0, 0)), ("H", (0, 76, 59)), ("H", (0, -76, 59))])
mu_w = water.midgap
water_run = klein(water, water.F, mu_w)
water_phi2 = phi_second(water.F, mu_w, water.anti)
assert abs(water_run.energy - water.e_hf) < 1e-5
assert abs(water_phi2 - water.e_mp2) < 1e-5
x_small = np.random.default_rng(1).normal(size=(len(water.levels),) * 2)
x_small = x_small + x_small.T
x_gen = np.kron(np.eye(2), x_small / np.linalg.norm(x_small, 2))
ds = 0.05


def slope_first(s):
    up = klein(water, water.F + (s + ds) * x_gen, mu_w).energy
    down = klein(water, water.F + (s - ds) * x_gen, mu_w).energy
    return (up - down) / (2 * ds)


slope_at_hf, slope_away = slope_first(0.0), slope_first(1.0)
assert abs(slope_at_hf) < 1e-5 and abs(slope_away) > 1e-3
slope_phi2 = (phi_second(water.F + ds * x_gen, mu_w, water.anti)
              - phi_second(water.F - ds * x_gen, mu_w, water.anti)) / (2 * ds)
trace_w, slope_w = second_order_traces(water, mu_w, x_gen)
assert abs(trace_w / 4 - water.e_mp2) < 1e-5
assert abs(slope_phi2 - slope_w) < 5e-6 and abs(slope_w) > 1e-4


def show(label, value, unit="eV", digits=4):
    print(f"{label}: {value:.{digits}f} {unit}")


print("H2, STO-3G basis")
show("bond length", bond_pm, "pm", 1)
show("nuclear repulsion", h2.e_nuc)
show("h_gg", h_g)
show("h_uu", h_u)
show("J_gg", j_gg)
show("J_gu", j_gu)
show("K_gu", k_gu)
show("HF level eps_g", eps_g)
show("HF level eps_u", eps_u)
show("HF gap", gap)
for name, mu, run in zip(("mid-gap mu", "low mu"), mu_values, runs):
    show(name, mu)
    print(f"  electrons held by bare G0 at this mu: {run.bare_count}")
    show("  electrons from G_HF", run.number, "(number)")
    show("  Phi1", run.phi1)
    show("  Tr[G0^-1 G - 1]", run.mismatch)
    show("  -Tr ln(-G^-1)", run.log_term)
    show("  Omega_K with Phi1", run.omega)
    show("  mu*N", mu * run.number)
    show("  Omega_K + mu*N + nuclear repulsion", run.energy)
show("HF total energy, separate calculation", h2.e_hf)
show("Phi2 from time integral", phi2)
show("MP2 correlation energy, separate calculation", h2.e_mp2)
show("direct part of Phi2", direct)
show("exchange part of Phi2", exchange)
show("half Tr[Sigma2 G] (Galitskii-Migdal term)", galitskii)
show("second-order coefficient from diagonalization", second)
show("Klein energy with Phi1+Phi2", runs[0].energy + phi2)
show("exact total energy in this basis", e_exact)
show("exact correlation energy in this basis", e_exact - h2.e_hf)
show("slope of Phi2 when eps_u is raised", slope_h2, "eV per eV", 5)
show("Phi2 with eps_u raised by 1 eV", phi2_shifted)
show("Klein energy with Phi1", runs[0].energy / HARTREE, "hartree", 6)
show("Phi2", phi2 / HARTREE, "hartree", 6)
show("Klein energy with Phi1+Phi2", (runs[0].energy + phi2) / HARTREE, "hartree", 6)
print("Water, STO-3G basis (general check)")
show("Klein minus HF energy", water_run.energy - water.e_hf, "eV", 7)
show("Phi2", water_phi2)
show("MP2 correlation energy", water.e_mp2)
print(f"slope with Phi1 at G_HF: {slope_at_hf:.1e} eV per eV")
show("slope with Phi1 away from G_HF", slope_away, "eV per eV", 5)
show("slope of Phi2 at G_HF, finite difference", slope_phi2, "eV per eV", 6)
show("Tr[Sigma2 G X G]", slope_w, "eV per eV", 6)
print("PASS")
```

Output:

```
H2, STO-3G basis
bond length: 74.0 pm
nuclear repulsion: 19.4590 eV
h_gg: -34.1043 eV
h_uu: -12.9273 eV
J_gg: 18.3610 eV
J_gu: 18.0605 eV
K_gu: 4.9310 eV
HF level eps_g: -15.7433 eV
HF level eps_u: 18.2627 eV
HF gap: 34.0060 eV
mid-gap mu: 1.2597 eV
  electrons held by bare G0 at this mu: 4
  electrons from G_HF: 2.0000 (number)
  Phi1: 18.3610 eV
  Tr[G0^-1 G - 1]: 36.7221 eV
  -Tr ln(-G^-1): -34.0060 eV
  Omega_K with Phi1: -52.3670 eV
  mu*N: 2.5195 eV
  Omega_K + mu*N + nuclear repulsion: -30.3886 eV
low mu: -14.7433 eV
  electrons held by bare G0 at this mu: 2
  electrons from G_HF: 2.0000 (number)
  Phi1: 18.3610 eV
  Tr[G0^-1 G - 1]: 36.7221 eV
  -Tr ln(-G^-1): -2.0000 eV
  Omega_K with Phi1: -20.3610 eV
  mu*N: -29.4865 eV
  Omega_K + mu*N + nuclear repulsion: -30.3886 eV
HF total energy, separate calculation: -30.3886 eV
Phi2 from time integral: -0.3575 eV
MP2 correlation energy, separate calculation: -0.3575 eV
direct part of Phi2: -0.7150 eV
exchange part of Phi2: 0.3575 eV
half Tr[Sigma2 G] (Galitskii-Migdal term): -0.7150 eV
second-order coefficient from diagonalization: -0.3575 eV
Klein energy with Phi1+Phi2: -30.7461 eV
exact total energy in this basis: -30.9471 eV
exact correlation energy in this basis: -0.5585 eV
slope of Phi2 when eps_u is raised: 0.01051 eV per eV
Phi2 with eps_u raised by 1 eV: -0.3473 eV
Klein energy with Phi1: -1.116759 hartree
Phi2: -0.013138 hartree
Klein energy with Phi1+Phi2: -1.129897 hartree
Water, STO-3G basis (general check)
Klein minus HF energy: -0.0000000 eV
Phi2: -0.9775 eV
MP2 correlation energy: -0.9775 eV
slope with Phi1 at G_HF: 7.4e-08 eV per eV
slope with Phi1 away from G_HF: 0.03848 eV per eV
slope of Phi2 at G_HF, finite difference: 0.005009 eV per eV
Tr[Sigma2 G X G]: 0.005009 eV per eV
PASS
```
